**Two melting powers give a thermal resistance and a melting temperature**

For constant thermal resistance $R$, the melting power $P$ at ambient temperature $T_a$ obeys $T_m=T_a+RP$, where $T_m$ is the melting temperature. The readings 300 µW at 300 K and 250 µW at 400 K give $R=2$ K/µW and $T_m=900$ K. The program solves the heat equation in a hemispherical cell by finite volumes and asserts that the melting powers found by root search agree with both readings. It also asserts that the extraction recovers the known resistance and melting temperature of a second, different cell. A nonlinear solution confirms that a cell whose conductivity rises by 5% per 100 K gives the same two readings with a melting temperature of only 842 K. The slowest thermal time and the temperature profile are checked against their formulas. The output also lists the effects of reading errors, and gives order-of-size estimates for Peltier heat and for radiation, the latter about 1 nW.

## Verification by program

```python
"""
Result under test: if a phase-change cell has constant thermal resistance R,
its melting power P at ambient temperature Ta obeys Tm = Ta + R*P.
Two readings (T1,P1), (T2,P2) therefore give
    R = (T2-T1)/(P1-P2),   Tm = (P1*T2-P2*T1)/(P1-P2).
The independent road is a finite-volume solution of the heat equation in
a hemisphere, heated uniformly for r < a, with its heat sink at r = b.
Internal units: nm, ns, K, microwatt (uW). k: conductivity, c: heat capacity
per volume, beta: fractional rise of k per kelvin, referred to 300 K.
"""
import numpy as np
from scipy.constants import Stefan_Boltzmann
from scipy.linalg import solve_banded, eigh
from scipy.optimize import brentq

N_CELLS = 200
T_REF = 300.0


def extract(t1, p1, t2, p2):
    resistance = (t2 - t1) / (p1 - p2)
    melting = (p1 * t2 - p2 * t1) / (p1 - p2)
    return resistance, melting


def grid(a, b):
    edges = np.linspace(0.0, b, N_CELLS + 1)
    volumes = 2 * np.pi / 3 * np.diff(edges**3)
    heated = np.diff(np.minimum(edges, a)**3)
    return edges, volumes, heated / heated.sum()


def conductances(edge_k, edges):
    g = 2 * np.pi * edge_k * edges[1:]**2 / (edges[1] - edges[0])
    g[-1] *= 2.0  # the sink is half a cell from the last centre
    return g


def steady_rise(power, ambient, k, a, b, beta=0.0):
    edges, _, share = grid(a, b)
    rise = np.zeros(N_CELLS)
    for _ in range(300):
        temp = np.append(ambient + rise, ambient)
        edge_temp = (temp[1:] + temp[:-1]) / 2
        g = conductances(k * (1 + beta * (edge_temp - T_REF)), edges)
        bands = np.zeros((3, N_CELLS))
        bands[0, 1:] = -g[:-1]
        bands[1] = g
        bands[1, 1:] += g[:-1]
        bands[2, :-1] = -g[:-1]
        new = solve_banded((1, 1), bands, power * share)
        change = np.max(np.abs(new - rise))
        rise = new
        if change < 1e-7:
            return rise
    raise RuntimeError("heat equation did not converge")


def melting_power(ambient, melting, k, a, b, beta=0.0):
    def excess(power):
        return ambient + steady_rise(power, ambient, k, a, b, beta)[0] - melting
    return brentq(excess, 1.0, 1000.0, xtol=1e-7)


# Readings and extraction
T1, P1, T2, P2 = 300.0, 300.0, 400.0, 250.0
R, Tm = extract(T1, P1, T2, P2)
direct = np.linalg.solve([[1.0, -P1], [1.0, -P2]], [T1, T2])
assert np.allclose(direct, [Tm, R], rtol=1e-10)
assert np.allclose([R, Tm], [2.0, 900.0], rtol=1e-12)

# Heat-equation cell with the extracted resistance
a, b = 60.0, 100.0
shape = (1.5 / a - 1 / b) / (2 * np.pi)
k = shape / R
num_P1 = melting_power(T1, Tm, k, a, b)
num_P2 = melting_power(T2, Tm, k, a, b)
assert np.allclose([num_P1, num_P2], [P1, P2], rtol=2e-4)
T_mid = (T1 + T2) / 2
P_mid = (Tm - T_mid) / R
assert abs(melting_power(T_mid, Tm, k, a, b) - P_mid) < 0.05

# A different cell, whose known values must be recovered
k_b, a_b, Tm_b = 0.9e-3, 40.0, 873.0
pb1 = melting_power(290.0, Tm_b, k_b, a_b, b)
pb2 = melting_power(370.0, Tm_b, k_b, a_b, b)
R_b, Tm_found = extract(290.0, pb1, 370.0, pb2)
assert abs(Tm_found - Tm_b) < 0.05
assert abs(R_b / ((1.5 / a_b - 1 / b) / (2 * np.pi * k_b)) - 1) < 5e-4

# Reading errors
R_lo, Tm_lo = extract(T1, 1.01 * P1, T2, 0.99 * P2)
R_hi, Tm_hi = extract(T1, 0.99 * P1, T2, 1.01 * P2)
R_gain, Tm_gain = extract(T1, 0.9 * P1, T2, 0.9 * P2)
R_off, Tm_off = extract(T1, P1 - 10, T2, P2 - 10)
assert abs(Tm_gain - Tm) < 1e-9 and R_gain > R
assert abs(R_off - R) < 1e-12 and Tm_off < Tm

# Conductivity rising with temperature, same two readings
beta = 5e-4
R0 = ((T2 - T1) + beta / 2 * (T2 - T1)**2) / (P1 - P2)
rise_m = (-1 + np.sqrt(1 + 2 * beta * R0 * P1)) / beta
Tm_curved = T1 + rise_m
k0 = shape / R0
cur_P1 = melting_power(T1, Tm_curved, k0, a, b, beta)
cur_P2 = melting_power(T2, Tm_curved, k0, a, b, beta)
cur_mid = melting_power(T_mid, Tm_curved, k0, a, b, beta)
assert np.allclose([cur_P1, cur_P2], [P1, P2], rtol=3e-4)
departure = beta * (T_mid - T1)**2 / (2 * R0)
assert abs(cur_mid - P_mid - departure) < 0.03

# Time to reach the steady temperature
c_cm3 = 1.3
c = c_cm3 * 1e-6
edges, volumes, share = grid(a, b)
g = conductances(np.full(N_CELLS, k), edges)
diagonal = g.copy()
diagonal[1:] += g[:-1]
matrix = np.diag(diagonal) - np.diag(g[:-1], 1) - np.diag(g[:-1], -1)
rates, modes = eigh(matrix, np.diag(c * volumes))
weights = modes[0] * (modes.T @ share) / rates
tau = 1 / rates[0]
assert abs(tau / (b**2 * c / (np.pi**2 * k)) - 1) < 1e-3
assert abs(weights.sum() / R - 1) < 2e-4


def shortfall(time):
    return np.sum(weights * np.exp(-rates * time)) / weights.sum()


t_settle = brentq(lambda t: shortfall(t) - 0.01, 0.1, 50.0)
short_10 = shortfall(10.0) * R * P1

# Melting noticed only when its front reaches a fixed radius
front = 30.0
centres = (edges[1:] + edges[:-1]) / 2
profile = steady_rise(P1, T1, k, a, b)
ratio = profile[0] / np.interp(front, centres, profile)
ratio_formula = (1.5 / a - 1 / b) / (1.5 / a - front**2 / (2 * a**3) - 1 / b)
assert abs(ratio / ratio_formula - 1) < 2e-4
T_centre = T1 + ratio * (Tm - T1)

# Peltier heat at the hot contact, fixed electrical resistance
seebeck, voltage = 50e-6, 1.0
current1 = P1 / voltage
current2 = current1 * np.sqrt(P2 / P1)
peltier1 = seebeck * Tm * current1
peltier2 = seebeck * Tm * current2
R_plus, Tm_plus = extract(T1, P1 + peltier1, T2, P2 + peltier2)
R_minus, Tm_minus = extract(T1, P1 - peltier1, T2, P2 - peltier2)

# Black-body upper estimate of radiation from the heated hemisphere
area_m2 = 2 * np.pi * (a * 1e-9)**2
radiated_nW = Stefan_Boltzmann * (Tm**4 - T1**4) * area_m2 * 1e9
assert radiated_nW * 1e-3 < 1e-4 * P1

print("READINGS AND RESULT")
print(f"Reading 1: ambient {T1:.0f} K, melting power {P1:.0f} uW")
print(f"Reading 2: ambient {T2:.0f} K, melting power {P2:.0f} uW")
print(f"Ambient difference: {T2-T1:.0f} K")
print(f"Power difference: {P1-P2:.0f} uW")
print(f"Thermal resistance: {R:.3f} K/uW = {R*1e6:.2e} K/W")
print(f"Temperature rise, reading 1: {R*P1:.0f} K")
print(f"Temperature rise, reading 2: {R*P2:.0f} K")
print(f"Melting temperature: {Tm:.1f} K = {Tm-273.15:.1f} deg C")
print(f"Predicted melting power at {T_mid:.0f} K: {P_mid:.1f} uW")
print("HEAT-EQUATION CELL")
print(f"Heated radius {a:.0f} nm, sink radius {b:.0f} nm")
print(f"Effective conductivity: {k*1e3:.3f} W/(m K)")
print(f"Numerical melting power at {T1:.0f} K: {num_P1:.2f} uW")
print(f"Numerical melting power at {T2:.0f} K: {num_P2:.2f} uW")
print(f"Second cell: true Tm {Tm_b:.1f} K, extracted {Tm_found:.1f} K")
print("READING ERRORS")
print(f"P1 +1%, P2 -1%: R {R_lo:.3f} K/uW, Tm {Tm_lo:.1f} K")
print(f"P1 -1%, P2 +1%: R {R_hi:.3f} K/uW, Tm {Tm_hi:.1f} K")
print(f"Only 90% of power heats cell: R {R_gain:.3f} K/uW, Tm {Tm_gain:.1f} K")
print(f"10 uW lost elsewhere: R {R_off:.3f} K/uW, Tm {Tm_off:.1f} K")
print("CONDUCTIVITY RISING WITH TEMPERATURE")
print(f"Assumed rise: {beta*1e4:.1f} % per 100 K, relative to {T_REF:.0f} K")
print(f"Resistance at small heating, 300 K: {R0:.3f} K/uW")
print(f"Melting temperature from same readings: {Tm_curved:.1f} K")
print(f"Change from constant-R result: {Tm_curved-Tm:.1f} K")
print(f"Mean resistance up to melting, 300 K: {rise_m/P1:.3f} K/uW")
print(f"Numerical powers: {cur_P1:.2f} uW and {cur_P2:.2f} uW")
print(f"Third-point departure at {T_mid:.0f} K, formula: {departure:.2f} uW")
print(f"Third-point departure, numerical: {cur_mid-P_mid:.2f} uW")
print("OTHER NEGLECTED EFFECTS")
print(f"Assumed heat capacity: {c_cm3:.1f} J/(cm3 K)")
print(f"Slowest thermal time: {tau:.2f} ns")
print(f"Time to 99% of steady rise: {t_settle:.2f} ns")
print(f"Temperature shortfall after 10 ns: {short_10:.3f} K")
print(f"Front radius at late detection: {front:.0f} nm")
print(f"Centre temperature then, 300 K ambient: {T_centre:.0f} K")
print(f"Assumed Seebeck difference: {seebeck*1e6:.0f} uV/K")
print(f"Assumed voltage at reading 1: {voltage:.1f} V")
print(f"Current at reading 1: {current1:.0f} uA")
print(f"Peltier heat: {peltier1:.1f} uW and {peltier2:.1f} uW")
print(f"Peltier heating: R {R_plus:.3f} K/uW, Tm {Tm_plus:.1f} K")
print(f"Peltier cooling: R {R_minus:.3f} K/uW, Tm {Tm_minus:.1f} K")
print(f"Black-body radiation estimate: {radiated_nW:.2f} nW")
print("ALL CHECKS PASSED")
```

Output:

```
READINGS AND RESULT
Reading 1: ambient 300 K, melting power 300 uW
Reading 2: ambient 400 K, melting power 250 uW
Ambient difference: 100 K
Power difference: 50 uW
Thermal resistance: 2.000 K/uW = 2.00e+06 K/W
Temperature rise, reading 1: 600 K
Temperature rise, reading 2: 500 K
Melting temperature: 900.0 K = 626.9 deg C
Predicted melting power at 350 K: 275.0 uW
HEAT-EQUATION CELL
Heated radius 60 nm, sink radius 100 nm
Effective conductivity: 1.194 W/(m K)
Numerical melting power at 300 K: 300.00 uW
Numerical melting power at 400 K: 250.00 uW
Second cell: true Tm 873.0 K, extracted 873.0 K
READING ERRORS
P1 +1%, P2 -1%: R 1.802 K/uW, Tm 845.9 K
P1 -1%, P2 +1%: R 2.247 K/uW, Tm 967.4 K
Only 90% of power heats cell: R 2.222 K/uW, Tm 900.0 K
10 uW lost elsewhere: R 2.000 K/uW, Tm 880.0 K
CONDUCTIVITY RISING WITH TEMPERATURE
Assumed rise: 5.0 % per 100 K, relative to 300 K
Resistance at small heating, 300 K: 2.050 K/uW
Melting temperature from same readings: 841.7 K
Change from constant-R result: -58.3 K
Mean resistance up to melting, 300 K: 1.806 K/uW
Numerical powers: 300.00 uW and 250.00 uW
Third-point departure at 350 K, formula: 0.30 uW
Third-point departure, numerical: 0.30 uW
OTHER NEGLECTED EFFECTS
Assumed heat capacity: 1.3 J/(cm3 K)
Slowest thermal time: 1.10 ns
Time to 99% of steady rise: 4.98 ns
Temperature shortfall after 10 ns: 0.064 K
Front radius at late detection: 30 nm
Centre temperature then, 300 K ambient: 997 K
Assumed Seebeck difference: 50 uV/K
Assumed voltage at reading 1: 1.0 V
Current at reading 1: 300 uA
Peltier heat: 13.5 uW and 12.3 uW
Peltier heating: R 1.954 K/uW, Tm 912.6 K
Peltier cooling: R 2.048 K/uW, Tm 886.8 K
Black-body radiation estimate: 0.83 nW
ALL CHECKS PASSED
```
